The Acoustic Sum Rule for Born Effective Charges from the Berry Phase

**1. Definitions and conventions**

A crystal has a primitive cell of volume Ω. Ion κ in the cell has position r_κ and core charge Z_κ e, with e > 0. There are N filled bands, each holding f = 2 electrons, so the cell contains N_el = fN electrons. A gap separates the filled bands from the empty ones at every k. The macroscopic electric field is zero, and no external potential is fixed in space. The electrons are independent particles in a self-consistent mean field, as in Kohn–Sham theory.

Let u_κ be a displacement of ion κ, the same in every cell. The Born effective-charge tensor is

Z*_καβ = (Ω/e) ∂P_α/∂u_κβ,

with the electrons relaxed at each displacement. The first Cartesian index belongs to the polarization P, the second to the displacement. The claim is

Σ_κ Z*_καβ = (Σ_κ Z_κ − N_el) δ_αβ.   (1)

For a neutral cell the right side is zero. The sum runs over all ions of the primitive cell. If that cell holds several formula units, the rule by itself does not require each unit to sum to zero separately.

Write the Bloch functions as ψ_nk(r) = exp(ik·r) u_nk(r), with u_nk cell-periodic and normalized over one cell. Choose them smooth in k and periodic, ψ_n,k+G = ψ_nk for every reciprocal-lattice vector G. Where filled bands cross, the u_nk denote a smooth set spanning the filled space. Such a set exists for the time-reversal-symmetric insulators considered here. The polarization is

P = (e/Ω) Σ_κ Z_κ r_κ − (ef/(2π)³) Σ_n ∫ ⟨u_nk| i∇_k u_nk⟩ d³k,   (2)

the integral running over one Brillouin zone.

The second term places the electrons at their Wannier centres. With w_n the Wannier function of the home cell,

u_nk(r) = Σ_R exp[−ik·(r−R)] w_n(r−R).

Acting with i∇_k multiplies each term by (r−R). The zone average of ⟨u_nk| i∇_k u_nk⟩ is therefore ⟨w_n| r |w_n⟩. Since the zone has volume (2π)³/Ω, a charge −ef at each centre gives the second term of (2).

A centre may be assigned to another cell, which changes P by a multiple of efR/Ω. Relabelling an ion by a lattice vector changes P by Z_κ eR/Ω. These jumps are discrete. Following P continuously during a displacement removes them, so the derivatives are unambiguous.

**2. The sum is a response to rigid translation**

For small displacements,

dP_α = (e/Ω) Σ_κ Σ_β Z*_καβ u_κβ.

Give every ion the same displacement d. Then

dP_α = (e/Ω) Σ_β (Σ_κ Z*_καβ) d_β.   (3)

The bracket is the left side of (1). It remains to find how P changes when the whole crystal is moved.

**3. How the electrons follow**

Let T_d be the translation operator, (T_d ψ)(r) = ψ(r−d). The ionic potential after the move is the old one shifted by d. If the density is shifted too, n'(r) = n(r−d), the Hartree and exchange-correlation potentials built from it shift in the same way, because their functionals refer to no fixed point in space. The shifted density is therefore self-consistent with the shifted ions, and it is the solution reached continuously from the old one:

H' = T_d H T_d†.

The energies are unchanged, and the new states are ψ'_nk(r) = ψ_nk(r−d). They remain periodic in k, since ψ'_n,k+G = T_d ψ_n,k+G = T_d ψ_nk = ψ'_nk. This part also covers nonlocal pseudopotentials, provided their projectors move with the ions.

The cell-periodic parts follow by removing the plane-wave factor:

u'_nk(r) = exp(−ik·r) ψ_nk(r−d)
= exp(−ik·r) exp[ik·(r−d)] u_nk(r−d)
= exp(−ik·d) u_nk(r−d).   (4)

**4. The change of polarization**

Differentiate (4) with the product rule:

i∇_k u'_nk(r) = d exp(−ik·d) u_nk(r−d) + exp(−ik·d) [i∇_k u_nk](r−d).

The first term has a plus sign because i(−i) = 1. Now take the inner product with u'_nk. The phases cancel, and integrating a periodic function over a cell gives the same result after a shift by d. With ⟨u_nk|u_nk⟩ = 1,

⟨u'_nk| i∇_k u'_nk⟩ = d + ⟨u_nk| i∇_k u_nk⟩.

Each Wannier centre moves by d. Insert this in (2):

ΔP_el = −(ef/(2π)³) · N · d · (2π)³/Ω = −e N_el d/Ω.

The ions contribute ΔP_ion = (e/Ω) Σ_κ Z_κ d. Hence

ΔP = (e/Ω) (Σ_κ Z_κ − N_el) d.

Comparison with (3) for arbitrary d gives (1). Neutrality makes the two contributions cancel; the gap makes (2) available, with the same N bands filled at every k.

**5. Meaning**

At a small uniform field E, the ions feel forces derived from the energy per cell U − ΩP·E. At the zero-field equilibrium positions, and to first order in E,

F_κβ = Ω Σ_α E_α ∂P_α/∂u_κβ = e Σ_α E_α Z*_καβ.

Summing over κ, a neutral cell feels no net force. Equivalently, the three uniform translations, which are the acoustic modes at zero wavevector, carry no dipole.

The rule also makes the ferroelectric polarization change independent of how the two structures are aligned. Suppose an approximate calculation gives Σ_κ Z*_καβ = S_αβ ≠ 0. Adding a common displacement d to all the u_κ then changes the linear estimate of dP_α by (e/Ω) Σ_β S_αβ d_β, although the relative geometry is the same.

The rule does not fix the separate tensors. In the limit where n_κ electrons ride rigidly on ion κ, that ion has the charge Z_κ − n_κ. When electrons are redistributed as the ions move, the tensors depart from these nominal values and may be nonsymmetric. Their sum is still constrained.

**6. The rule on a finite k mesh**

In practice the Berry phase is evaluated along closed strings of points k_0, k_1, …, k_J separated by b, with Jb = G. Define the overlap matrix of the filled states on one link,

M_mn(k) = ⟨u_mk | u_n,k+b⟩.

For small b in the direction of G, a single band gives M ≈ 1 − ib·⟨u| i∇_k u⟩. In a rectangular cell of edge a, where |G| = 2π/a, the summed electron coordinate is therefore

X = −f (a/2π) Im ln Π_j det M(k_j),

averaged over the strings. Under translation, (4) gives

M'_mn = exp(ik·d) exp[−i(k+b)·d] M_mn = exp(−ib·d) M_mn.

The determinant of an N×N matrix acquires N such factors, and the J links together give exp(−iN G·d). Hence

ΔX = −f (a/2π)(−N · 2πd/a) = N_el d,

where d is the component along the edge. The number of links has dropped out. The discrete Berry phase obeys the sum rule on any such mesh, even where its separate tensors are not converged. A vanishing sum is therefore no evidence of k-point convergence.

**7. A second derivation, by linear response**

Let λ be any displacement parameter and ∂_α = ∂/∂k_α. Differentiating the integrand of (2) gives

∂_λ (i⟨u_n|∂_α u_n⟩) = i⟨∂_λ u_n|∂_α u_n⟩ + i⟨u_n|∂_α ∂_λ u_n⟩.

Rewrite the last term by the product rule:

i⟨u_n|∂_α ∂_λ u_n⟩ = ∂_α (i⟨u_n|∂_λ u_n⟩) − i⟨∂_α u_n|∂_λ u_n⟩.

The total derivative integrates to zero, because ⟨u_n|∂_λ u_n⟩ is periodic in k. The other two terms are i(z − z*) = −2 Im z, with z = ⟨∂_λ u_n|∂_α u_n⟩. The electronic part of the Born charge is thus

Z^el_αλ = f ⟨Σ_n 2 Im ⟨∂_λ u_n|∂_α u_n⟩⟩_k,   (5)

where ⟨…⟩_k is the average over the zone.

Insert a complete set of states between the two derivatives. For filled states m and n, the matrices A^λ_mn = ⟨u_m|∂_λ u_n⟩ and A^α_mn are anti-Hermitian. Their contribution to Σ_n z is −Tr(A^λ A^α), which is real, so it drops out. The empty-state part of Σ_n z is unchanged when the filled states are mixed by a unitary matrix, even one that depends on k and λ, because the derivative of that matrix multiplies filled states only. Energy eigenstates |n⟩ may therefore be used in it. For an empty state m, differentiating (H_k − E_n)|n⟩ = 0 and projecting on m gives

⟨m|∂u_n⟩ = ⟨m|∂H_k|n⟩/(E_n − E_m).

Therefore

Z^el_αλ = f ⟨Σ_{n filled, m empty} 2 Im[⟨n|∂_λV|m⟩⟨m|∂_αH_k|n⟩]/(E_n−E_m)²⟩_k.   (6)

Here V is the total potential, including the change of the mean field.

Now let λ be the component d_β of a rigid translation, and take V local. Define Π = p + ħk, so that H_k = Π²/(2m_e) + V. Since V becomes V(r−d),

∂V/∂d_β = −∂V/∂r_β = −(i/ħ)[p_β, V] = −(i/ħ)[Π_β, H_k].

Its matrix element is −(i/ħ)(E_m−E_n)⟨n|Π_β|m⟩. Also ∂_αH_k = ħΠ_α/m_e. The factors ħ cancel, one energy difference cancels, and 2 Im(−iw) = −2 Re w, so

Z^el_αβ = −f ⟨Σ_{n filled, m empty} (2/m_e) Re[⟨n|Π_β|m⟩⟨m|Π_α|n⟩]/(E_m−E_n)⟩_k.   (7)

The same sum appears in the band curvature. Changing k to k+q adds ħq·Π/m_e + ħ²q²/(2m_e) to H_k. Second-order perturbation theory, differentiated twice in q, gives

∂_α∂_βE_n = ħ²δ_αβ/m_e + (2ħ²/m_e²) Σ_{m≠n} Re[⟨n|Π_β|m⟩⟨m|Π_α|n⟩]/(E_n−E_m).

Sum over filled n. Pairs of filled states cancel, because the numerator is symmetric in m and n and the denominator changes sign. At crossings of filled bands, the statement refers to the smooth summed energy. Multiplying by m_e/ħ² and using (7),

Z^el_αβ = −N_el δ_αβ + f ⟨(m_e/ħ²) ∂_α∂_β Σ_n E_n⟩_k.   (8)

The last term is the zone average of the derivative of a periodic function, so it vanishes and (1) follows again. If a band is partly filled, the integral no longer covers the whole zone and this argument fails, as does the use of (2).

On a finite mesh, (8) still holds with the average taken over the mesh, but the curvature term need not vanish. Linear response in the form (6) therefore has a sampling error in the sum rule that the discrete Berry phase does not have.

**8. A model crystal**

The example is a two-dimensional model, not a calculation of a real material. Area A replaces volume, (2π)² replaces (2π)³, and P is in C/m. The rectangular cell has edges 0.50 and 0.54 nm, so A = 0.270 nm². It holds one cation-like ion of core charge +2 and two different anion-like ions of core charge +1. Four electrons fill two bands. The ions are Gaussian wells, and the electrons repel through a contact mean field proportional to their density. The well depths are chosen independently of the core charges: 12 eV for the cation, 34 and 30 eV for anions A and B. The core charges enter only the ionic part of P. The model therefore tests the sum rule, not the size of Born charges in a real compound. The gap, sampled on an 8×8 mesh, is about 6.0 eV.

Each ion was displaced separately and the mean field reconverged. The Berry phase gives, in units of e:

cation: xx 2.2539, xy −0.0449, yx −0.0582, yy 2.1567
anion A: xx −1.2129, xy −0.0486, yx −0.0190, yy −0.8888
anion B: xx −1.0410, xy 0.0935, yx 0.0772, yy −1.2679

The sums are

xx: 2.2539 − 1.2129 − 1.0410 = 0.0000
xy: −0.0449 − 0.0486 + 0.0935 = 0.0000
yx: −0.0582 − 0.0190 + 0.0772 = 0.0000
yy: 2.1567 − 0.8888 − 1.2679 = 0.0000

Before rounding, the largest element of the sum is about 10⁻⁶ e. The tensors are neither symmetric nor equal to the rigid-ion values +2, −1 and −1. Formula (6), applied to each ion, agrees with them to within 4×10⁻⁴ e.

A finite translation by d = (0.030, 0.020) nm was converged from a zero mean field. The summed electron shift is (0.120, 0.080) nm = 4d. The cores contribute (2+1+1)d = 4d with the opposite charge, and the total dipole is unchanged to rounding error.

Moving the cation by +0.005 nm along x, or both anions by −0.005 nm, gives the same ΔP = (6.677, −0.157) pC/m. The two final structures differ by a rigid translation. The Born tensor predicts, with e/(1 nm) = 160.22 pC/m,

ΔP_x ≈ 160.22 × 2.2539 × 0.005/0.270 = 6.687 pC/m,
ΔP_y ≈ 160.22 × (−0.0582) × 0.005/0.270 = −0.173 pC/m.

The x component is 0.2 % larger than the direct result. The small y component is about 10 % too large in magnitude. The sum rule is unaffected by this nonlinearity, since Section 4 holds for finite d.

**9. Where the sum fails, and by how much**

Equation (8) was tested on coarse meshes. The total potential is kept from Section 8, where the density was sampled on a 4×4 mesh; only the mesh used in the response sum (6) is changed. With k = 0 alone in that sum, linear response gives Σ_κ Z*_κyy = −0.364, and on a 2×2 mesh shifted off k = 0, with points at ±1/4 of the reciprocal vectors, −0.0050; at such coarse sampling the value depends on where the points are placed. The curvature term, found separately by finite differences of the band energies, gives the same values. These remainders are sampling errors.

On the 4×4 and 8×8 meshes the yy remainder stays at 0.0005. Mesh refinement no longer reduces it, so it has another source. The calculation uses the same 89 plane waves at every k. In that finite basis p is diagonal, and the algebra leading to (8) still holds, but the energies are not strictly periodic in k. The zone average of the curvature then leaves the mismatch of the band slopes at opposite zone edges, which would vanish in a complete basis.

A larger failure appears when the ions move but the mean field is held fixed in space. The sum is then −0.525 for xx and −0.530 for yy. Formula (6) is linear in the perturbation, so the missing motion of the mean field accounts for about +0.53. Covariance of the total potential is a necessary part of the argument.

Finally, fill only the lowest band and move the same total potential rigidly. The core charge is 4 and the electron number 2, so (1) predicts 2δ_αβ. The calculation gives 2.0002 and 2.0003 on the diagonal. This is a check of the electron count, not a model of a stable charged crystal: an infinite crystal with net charge needs a compensating background, which is not included in P here. The remaining values are in the numerical output.

Table of computed values

```
cell edges: 0.50 and 0.54 nm; area 0.2700 nm^2
cation: core charge 2 e, well depth 12 eV, position (0.10, 0.10) nm
anion A: core charge 1 e, well depth 34 eV, position (0.36, 0.16) nm
anion B: core charge 1 e, well depth 30 eV, position (0.20, 0.38) nm
well width: 0.07 nm; contact repulsion: 0.03 eV nm^2
electrons per cell: 4; plane waves: 89
band gap on 8x8 mesh: 5.991 eV
displacement step for derivatives: 0.0005 nm
Born tensors in units of e (first index P, second index displacement)
  cation, Berry phase: xx 2.2539, xy -0.0449, yx -0.0582, yy 2.1567
  anion A, Berry phase: xx -1.2129, xy -0.0486, yx -0.0190, yy -0.8888
  anion B, Berry phase: xx -1.0410, xy 0.0935, yx 0.0772, yy -1.2679
  cation, linear response: xx 2.2541, xy -0.0449, yx -0.0583, yy 2.1569
  anion A, linear response: xx -1.2128, xy -0.0487, yx -0.0190, yy -0.8884
  anion B, linear response: xx -1.0409, xy 0.0936, yx 0.0772, yy -1.2679
largest difference of the two routes: 4.0e-04 e
largest element of the Berry-phase sum: 9.4e-07 e
rigid translation: (0.030, 0.020) nm
  summed electron shift: (0.120000, 0.080000) nm
  largest total dipole change: 9.7e-17 e nm
sublattice displacement along x: 0.005 nm
  cation +s: dP = (6.6769, -0.1569) pC/m
  anions -s: dP = (6.6769, -0.1569) pC/m
  linear estimate from cation tensor: (6.6874, -0.1727) pC/m
sum of charges by linear response to rigid translation, units of e
  mesh 1x1: xx 0.017400, yy -0.364371, xy 0.068151
  mesh 2x2: xx -0.008188, yy -0.004951, xy 0.001388
  mesh 4x4: xx 0.000290, yy 0.000499, xy -0.000008
  mesh 8x8: xx 0.000298, yy 0.000510, xy -0.000008
  band-curvature term, mesh 1x1: xx 0.017399, yy -0.364367
  band-curvature term, mesh 2x2: xx -0.008188, yy -0.004951
sum with frozen mean field (e): xx -0.5251, xy 0.0171, yx 0.0185, yy -0.5299
smallest direct gap between bands 1 and 2: 2.630 eV
sum with one filled band, net cell charge +2 e (e): xx 2.0002, xy -0.0000, yx -0.0000, yy 2.0003
```
